# How a 5 K Error Near 800 K Changes a Desorption Rate

## One surface, two temperatures

Take a silicon surface half covered with hydrogen. The hydrogen leaves as H$_2$ molecules. Suppose that this requires passing a barrier $E=2.5$ eV, and that the desorption rate is proportional to the Boltzmann factor $e^{-E/k_BT}$. The surface is at $T=800$ K, but 805 K is entered in the calculation. The coverage is the same in both cases, so the Boltzmann factor alone changes.

At 800 K the thermal energy is $k_BT=0.0689$ eV, and the barrier measured in this unit is

$$
\frac{E}{k_BT}=\frac{2.5}{0.0689}\approx 36.3 .
$$

The temperature error is small in relative terms, $5/800=0.00625$. Raising $T$ by this fraction lowers the exponent $E/k_BT$ by nearly the same fraction of itself, which is

$$
36.3\times0.00625\approx0.227 .
$$

The predicted rate is therefore too large by a factor of about $e^{0.227}\approx1.25$, an error of 25 percent.

The large number 36 is what turns a temperature error below one percent into a rate error of tens of percent. Desorption relies on rare thermal fluctuations much larger than $k_BT$, and their probability depends steeply on temperature.

Two points remain open. The estimate treats the change in $1/T$ as linear, and it covers one sign of the error. The derivation below removes both restrictions.

## The ratio at fixed coverage

Let $\theta$ be the coverage in monolayers (ML), meaning adsorbed atoms per surface site. The desorption rate per site is taken as

$$
r(T)=\nu\,\theta^n e^{-E/k_BT},
$$

where $n$ is the order of desorption and $\nu$ is the prefactor. Since $\theta$ is a pure number, $\nu$ has the unit s$^{-1}$ for every $n$. Let $T$ be the true temperature and $T+\delta$ the temperature used in the prediction, with $T+\delta>0$. The quantities $\theta>0$, $n$, $\nu$ and $E$ are held fixed. The ratio of predicted to true rate is

$$
R=\frac{r(T+\delta)}{r(T)}
=\frac{\nu\theta^n e^{-E/k_B(T+\delta)}}{\nu\theta^n e^{-E/k_BT}} .
$$

The common factor $\nu\theta^n$ cancels. Taking the logarithm gives

$$
\ln R=\frac{E}{k_B}\left(\frac1T-\frac1{T+\delta}\right).
$$

Over a common denominator the bracket becomes

$$
\frac1T-\frac1{T+\delta}
=\frac{(T+\delta)-T}{T(T+\delta)}
=\frac{\delta}{T(T+\delta)},
$$

and so

$$
R=\exp\!\left[\frac{E\,\delta}{k_BT(T+\delta)}\right].
$$

For $E>0$, a positive $\delta$ gives $R>1$ and a negative $\delta$ gives $R<1$. If $E$ and $\nu$ depend on coverage but not on temperature, the result still holds, with their values at the chosen $\theta$.

For the two signs of a 5 K error,

$$
\ln R_+=\frac{2.5\times5}{0.06894\times805}=0.2252,
\qquad
\ln R_-=\frac{2.5\times(-5)}{0.06894\times795}=-0.2281 .
$$

Hence $R_+=1.253$ and $R_-=0.796$. Relative to the rate at the true temperature, the prediction is 25 percent too high when the temperature used is 5 K too high, and 20 percent too low when it is 5 K too low. The figure of 25 percent thus describes only the upward error. The quick estimate with the sign of the exponent reversed, $e^{-0.227}\approx0.797$, comes close to the downward one.

The reference matters here. If the surface is really at 805 K and the prediction is made for 800 K, the true rate is 25 percent above the prediction. Relative to the true rate, the prediction is then low by $1-1/1.253$, or about 20 percent.

## Comparison with the quick estimate

Define the signed quantity

$$
s=\frac{E\delta}{k_BT^2}=\frac{E}{k_BT}\,\frac{\delta}{T}.
$$

In terms of $s$ the full result reads

$$
\ln R=\frac{s}{1+\delta/T}.
$$

For $|\delta|\ll T$, the expansion $1/(1+\delta/T)\approx1-\delta/T$ gives

$$
\ln R\approx s-s\frac{\delta}{T}.
$$

If $|s|$ is also small, the exponential may be expanded as $e^y\approx1+y+y^2/2$. Both $s^2$ and $s\delta/T$ are of second order in $\delta$. Keeping all terms up to that order,

$$
R\approx1+s+\frac{s^2}{2}-s\frac{\delta}{T}.
$$

For $\delta=+5$ K, $s=0.2267$. The second-order terms are $s^2/2=0.0257$ and $s\delta/T=0.0014$, so

$$
R_+\approx1+0.2267+0.0257-0.0014\approx1.251 .
$$

For $\delta=-5$ K the linear term changes sign, while both second-order terms keep theirs:

$$
R_-\approx1-0.2267+0.0257-0.0014\approx0.798 .
$$

| Estimate | $+5$ K | $-5$ K |
|---|---:|---:|
| Linear, $s$ | $+22.7\%$ | $-22.7\%$ |
| Second order | $+25.1\%$ | $-20.2\%$ |
| Quick estimate, $e^{s}-1$ | $+25.4\%$ | $-20.3\%$ |
| Full formula | $+25.3\%$ | $-20.4\%$ |

The difference in size between the upward and downward errors comes mainly from $s^2/2$, the curvature of the exponential. The curvature of $1/T$ contributes the much smaller term $s\delta/T$ and acts the other way.

The linear estimate requires $|s|\ll1$, or

$$
|\delta|\ll\frac{k_BT^2}{E}.
$$

The right-hand side is about 22 K here. An error of 5 K is small enough for a useful linear estimate, but large enough for the curvature to show. At fixed $E$ and $\delta$, $s$ varies as $1/T^2$, so the same error in kelvin matters more on a colder surface.

## How accurate must the temperature be?

The formula can be solved for the temperature error that produces a given $R$. Multiplying $\ln R=E\delta/[k_BT(T+\delta)]$ by $k_BT/E$ gives

$$
u\equiv\frac{k_BT\ln R}{E}=\frac{\delta}{T+\delta}.
$$

Then $u(T+\delta)=\delta$, so $uT=\delta(1-u)$ and

$$
\delta=\frac{uT}{1-u},\qquad u<1 .
$$

For a prediction 10 percent too high, $R=1.1$ and $\ln R=0.0953$. This gives

$$
u=\frac{0.06894\times0.0953}{2.5}=0.00263,
\qquad
\delta\approx2.1\ \text{K}.
$$

With this barrier, keeping the upward rate error below 10 percent therefore requires the temperature to be no more than about 2 K too high.

## What fixed coverage means in a measurement

Write $k=\nu e^{-E/k_BT}$ for the rate constant and $k'$ for its value at $T+\delta$. Without supply or readsorption, the coverage obeys

$$
\frac{d\theta}{dt}=-k\theta^n .
$$

At constant temperature, and with $E$ and $\nu$ independent of coverage, separating the variables gives the time needed to fall from $\theta_a$ to $\theta_b$:

$$
t_{ab}=\frac1k\int_{\theta_b}^{\theta_a}\frac{d\theta}{\theta^n}.
$$

The integral does not depend on temperature. The ratio of the times at $T$ and $T+\delta$ is therefore $k'/k=R$ for any order. Comparing two traces between the same coverages recovers the fixed-coverage result.

Comparing them at the same time does not. For first-order desorption from a common starting coverage $\theta_0$,

$$
\theta=\theta_0e^{-kt},\qquad r=k\theta_0e^{-kt}.
$$

Dividing the corresponding expressions for $k'$ and $k$ and taking the logarithm gives

$$
\ln\frac{r'}{r}=\ln R-(k'-k)t .
$$

The first term is the faster escape of each atom. The second is the faster loss of atoms, which leaves fewer to desorb later. They cancel at

$$
t^*=\frac{\ln R}{k'-k}.
$$

With $\nu=10^{15}$ s$^{-1}$, the rate constants are $k=0.178$ s$^{-1}$ at 800 K and $k'=0.223$ s$^{-1}$ at 805 K. Their difference is 0.045 s$^{-1}$, so $t^*\approx0.225/0.045\approx5.0$ s. For the 5 K upward error, the predicted rate is 20 percent too high after 1 s, nearly correct after 5 s, and 20 percent too low after 10 s. The agreement at 5 s is a crossing of two curves and does not show that the temperature is right.

## Steady growth

During deposition, a supply of hydrogen can replace what desorbs. Consider a simple model in which adsorption needs two empty sites, the sites are filled at random, and desorption is first order. The steady state satisfies

$$
r=k\theta=A(1-\theta)^2,
$$

where the supply constant $A$ is held fixed as the temperature changes. The growth rate is taken to be proportional to $r$, as it is when each deposited silicon atom brings a fixed number of hydrogen atoms that must all desorb. The coverage must now adjust. The two forms of $r$ give

$$
d\ln r=d\ln k+d\ln\theta,
\qquad
d\ln r=-\frac{2\,d\theta}{1-\theta}
=-\frac{2\theta}{1-\theta}\,d\ln\theta .
$$

Equating them and collecting the terms in $d\ln\theta$,

$$
d\ln k=-\left(1+\frac{2\theta}{1-\theta}\right)d\ln\theta
=-\frac{1+\theta}{1-\theta}\,d\ln\theta .
$$

Thus $d\ln\theta=-[(1-\theta)/(1+\theta)]\,d\ln k$. Inserting this into the first form gives

$$
\frac{d\ln r}{d\ln k}
=1-\frac{1-\theta}{1+\theta}
=\frac{2\theta}{1+\theta}.
$$

As $\theta\to1$ the response tends to one: desorption controls the rate, and the full temperature error is felt. As $\theta\to0$ it tends to zero: the supply controls the rate, and faster desorption mainly lowers the coverage.

For a 5 K upward error, with $A$ chosen to give the stated coverage at 800 K, the rate rises by 24 percent at $\theta=0.9$, 16 percent at $\theta=0.5$ and 4 percent at $\theta=0.1$. The fixed-coverage value of 25 percent should therefore not be applied directly to a growth rate unless the surface is nearly full. Even then it holds only within this model, which has a temperature-independent supply and no readsorption of H$_2$. An activated supply keeps the response above zero at low coverage. Activated readsorption from an H$_2$ carrier gas lowers the response even on a nearly full surface.

## Pairing of hydrogen on silicon

Atoms on the Si(100) surface form dimers, each offering two sites for hydrogen. Two hydrogen atoms on the same dimer are favoured by a pairing energy $\epsilon$. Suppose that they desorb together from such a dimer, that pairing stays in equilibrium, and that different dimers do not interact. On the real surface, a molecule can also form from atoms on neighbouring dimers; this model leaves that route out.

Let $z$ be the statistical weight of one adsorbed atom and $K=e^{\epsilon/k_BT}$. Dimers with zero, one and two atoms have weights $1$, $2z$ and $Kz^2$; the factor 2 counts the two possible sites. If their fractions are $f_0$, $f_1$ and $x$, the common normalization cancels in

$$
\frac{f_0x}{f_1^2}=\frac{Kz^2}{(2z)^2}=\frac K4 .
$$

Counting atoms per site gives $\theta=x+f_1/2$, so $f_1=2(\theta-x)$. Since the fractions add to one, $f_0=1-f_1-x=1-2\theta+x$. Substitution yields

$$
x(1-2\theta+x)=K(\theta-x)^2 .
$$

Each doubly occupied dimer loses two atoms with rate constant $k$, and each dimer has two sites. The rate per site is therefore $kx$. At fixed $\theta$, the logarithmic derivative of the equation for $x$ is

$$
d\ln K=\left[1+\frac{x}{1-2\theta+x}+\frac{2x}{\theta-x}\right]d\ln x .
$$

Let $p=d\ln x/d\ln K$, the inverse of the bracket. Both denominators are positive, because they equal $f_0$ and $f_1/2$, so $0<p<1$. With $d\ln K/dT=-\epsilon/k_BT^2$, the temperature slope of the rate is

$$
\frac{d\ln(kx)}{dT}=\frac{E-p\epsilon}{k_BT^2}.
$$

Heating breaks up some pairs and so weakens the rise of the rate. When the coverage is so low that $K\theta\ll1$, the pair fraction is $x\approx K\theta^2$. Both fractions in the bracket then become small, and $p\to1$. The effective barrier then approaches $E-\epsilon$.

For $\epsilon=0.25$ eV, the error caused by using 805 K is 25.1 percent at $\theta=0.5$ and 23.5 percent at $\theta=0.01$. The empty-surface limit is 22.5 percent. Pairing hardly changes this relative error at half coverage, but its effect becomes visible on a nearly bare surface.

## The numbers beside a real surface

The values $E=2.5$ eV, $\nu=10^{15}$ s$^{-1}$ and $\epsilon=0.25$ eV are rough typical values for hydrogen on Si(100), whose desorption can limit low-temperature silicon deposition from hydrides. In the simple first-order model at $\theta=0.5$, the rate at 800 K is $0.178\times0.5=0.089$ ML/s. The ideal surface has $2/a^2$ sites per unit area; with the room-temperature lattice constant $a=0.543$ nm (about 0.2 percent larger at 800 K) this is $6.78\times10^{14}$ cm$^{-2}$. The rate is thus about $6.0\times10^{13}$ atoms cm$^{-2}$ s$^{-1}$. At half coverage, releasing the fixed-coverage assumption has the largest effect of those sized here: in the steady-state model above it reduces the 25 percent error to 16 percent. That figure assumes random filling of the sites. If pairing is kept, with adsorption on empty dimers and desorption from full ones, it becomes about 11 percent. Above a coverage of about 0.93 the reduction in the random-filling model is smaller than the effect of a 0.1 eV change in the barrier.

A temperature-dependent prefactor has a smaller effect. If $\nu\propto T$ with the barrier in the exponent held at 2.5 eV, the ratio gains a factor $805/800=1.006$, and the upward error becomes 26 percent. If 2.5 eV is instead the slope of a measured Arrhenius plot, it already contains this effect, and the error stays at 25 percent. Tunnelling can be sized with the Wigner factor $1+(h\nu_b/k_BT)^2/24$, where $\nu_b$ is the frequency associated with the top of the barrier. A trial value of 1000 cm$^{-1}$ gives a factor of about 1.13 at 800 K, which falls by 0.15 percent between 800 and 805 K. Since $h\nu_b/k_BT$ is then about 1.8, which is not small, this leading correction indicates a size and is not a precise value.

Uncertainty in the barrier has two very different consequences. Changing $E$ to 2.4 or 2.6 eV changes the upward error only to 24 or 26 percent. At fixed prefactor, however, lowering the barrier by 0.1 eV multiplies the absolute rate by $e^{0.1/0.0689}\approx4.3$. The relative effect of a 5 K error is therefore far less sensitive to the barrier than the rate itself. Reported barriers for this surface spread more widely than 0.1 eV, roughly from 2.0 to 2.9 eV, which corresponds to upward errors from 20 to 30 percent. The numerical output below lists the values for the individual cases.

## Computed results

```
Barrier E = 2.50 eV; prefactor = 1.0e+15 1/s
True temperature = 800 K; error = 5 K
Coverage = 0.50 ML; lattice constant = 0.543 nm
kB = 8.617333e-05 eV/K; kB*T = 0.06894 eV
E/(kB*T) = 36.26; d/T = 0.00625
Log slope E/(kB*T^2) = 4.53 % per K
Linear estimate s = 22.67 %
Curvature s^2/2 = 2.57 %; s*d/T = 0.14 %
Second-order estimate, +5 K: +25.09 %
Second-order estimate, -5 K: -20.24 %
ln R: +5 K 0.2252; -5 K -0.2281
Full formula, +5 K: R = 1.2526, error +25.26 %
Full formula, -5 K: R = 0.7961, error -20.39 %
795 K: k = 0.1418 1/s; rate = 0.0709 ML/s
800 K: k = 0.1781 1/s; rate = 0.0891 ML/s
805 K: k = 0.2231 1/s; rate = 0.1116 ML/s
Site density = 6.783e+14 1/cm^2
Rate at 800 K = 6.041e+13 atoms/(cm^2 s)
Temperature error for +10 % in rate = 2.11 K
Equal time 1 s: rate change for +5 K +19.75 %
Equal time 5 s: rate change for +5 K +0.03 %
Equal time 10 s: rate change for +5 K -20.13 %
Equal-time sign reversal at 5.01 s
Steady growth, theta 0.1 ML: response 0.182, change +3.84 %
Steady growth, theta 0.5 ML: response 0.667, change +15.76 %
Steady growth, theta 0.9 ML: response 0.947, change +23.70 %
Pair energy = 0.25 eV; K at 800 K = 37.58
Pairing, theta 0.01 ML: x 0.0023, dlnx/dlnK 0.628, change +23.50 %
Pairing, theta 0.10 ML: x 0.0622, dlnx/dlnK 0.229, change +24.61 %
Pairing, theta 0.50 ML: x 0.4299, dlnx/dlnK 0.070, change +25.06 %
Pairing, theta 0.90 ML: x 0.8622, dlnx/dlnK 0.017, change +25.22 %
Pairing, empty-surface limit: change +22.47 %
Prefactor proportional to T: factor changes +0.625 %
  total change with that prefactor +26.05 %
Trial barrier wavenumber = 1000 1/cm
Wigner factor at 800 K = 1.135; change for +5 K -0.147 %
Barrier 2.4 eV: rate change for +5 K +24.14 %
Barrier 2.6 eV: rate change for +5 K +26.40 %
Barrier lower by 0.1 eV: absolute rate times 4.27
```
